Quantum capacitance of a single subband in an ultrathin oxide channel

**Problem**

The channel of a thin-film transistor is an oxide semiconductor film of thickness L = 2 nm. Its electrons occupy one subband, which is parabolic and isotropic in the plane, has mass m = 0.3 m0 (m0 is the free-electron mass), two spin states and a single valley. The sheet density is n = 2.0×10¹³ cm⁻² and the temperature is T = 300 K. The film has relative permittivity 9. A metal gate is separated from it by 5 nm of insulator of relative permittivity 18. These are rough values for an indium-oxide-type channel under a hafnium-oxide-type insulator.

The quantum capacitance per unit area is defined as

C_q = e² dn/dμ,

where e > 0 is the elementary charge and μ is the chemical potential measured from the bottom of the subband.

(a) Find C_q in the degenerate limit, as a formula and as a number.

(b) Find C_q at any temperature. Is the channel degenerate at 300 K?

(c) How much does C_q lower the gate capacitance if the subband bottom stays fixed relative to the electrostatic potential at the gate-side face of the film?

(d) The electrons are in fact spread over the film thickness, so the subband bottom moves as the film fills. Find the resulting term in the inverse capacitance and compare it with 1/C_q.

(e) Estimate the exchange contribution.

(f) Estimate the effects of a second subband, of nonparabolicity and of potential disorder on C_q.

**Solution**

**(a) Degenerate limit**

Take a square of side W with periodic boundary conditions. The allowed wavevectors form a square lattice of spacing 2π/W, so each occupies an area (2π/W)² in the k plane. At zero temperature the states fill a disc of radius k_F, with two electrons per wavevector:

N = 2 × π k_F² / (2π/W)² = W² k_F² / (2π).

Dividing by W² gives the sheet density, and the energy at the edge of the disc gives the chemical potential:

n = k_F² / (2π),

μ = ħ² k_F² / (2m) = π ħ² n / m.

The density is proportional to μ, so the number of states per area and energy is a constant,

D = dn/dμ = m / (π ħ²),

and therefore

C_q = e² D = e² m / (π ħ²).

This is a capacitance because en is the magnitude of the charge per area and μ/e is a voltage: d(en)/d(μ/e) = e² dn/dμ. It measures the voltage needed to lift the Fermi level through a finite density of states. Neither n nor L appears in it. For a given subband mass, the thickness enters only through the condition that a single subband is occupied. In a real film with a nonparabolic band, confinement raises the in-plane mass as the film gets thinner, so m, and with it C_q, depends on L.

For the numbers, m = 0.3 × 9.109×10⁻³¹ kg = 2.733×10⁻³¹ kg and ħ = 1.05457×10⁻³⁴ J s, so

D = 2.733×10⁻³¹ / (π × 1.1121×10⁻⁶⁸) = 7.822×10³⁶ J⁻¹ m⁻²,

C_q = (1.6022×10⁻¹⁹)² × 7.822×10³⁶ = 0.2008 F/m².

Since 1 F/m² is 100 µF/cm²,

C_q = 20.1 µF/cm².

The result is proportional to the mass, with 66.9 µF/cm² per unit of m/m0. A mass of 0.2 m0 would give 13.4 µF/cm². With several equivalent valleys, D and C_q would be multiplied by their number.

**(b) Finite temperature**

Let k be Boltzmann's constant. Each state at energy E above the subband bottom is now occupied with the Fermi probability:

n = D ∫₀^∞ dE / [1 + exp((E − μ)/kT)].

Put x = (E − μ)/kT. Multiplying numerator and denominator by e⁻ˣ gives

1/(1 + eˣ) = e⁻ˣ/(1 + e⁻ˣ) = −d/dx ln(1 + e⁻ˣ).

The upper limit contributes zero and the lower limit is x = −μ/kT, so

n = D kT ln(1 + exp(μ/kT)).

Differentiation with respect to μ gives

dn/dμ = D exp(μ/kT) / [1 + exp(μ/kT)].

To express this through the density, invert the previous equation: 1 + exp(μ/kT) = exp(n/(D kT)). The denominator is this exponential and the numerator is the same exponential minus one. Hence

C_q = e² D [1 − exp(−n/(D kT))].

For n ≫ D kT this returns the degenerate value, with an exponentially small correction. For n ≪ D kT, expanding the exponential to first order gives C_q ≈ e² n/(kT), the result for a dilute classical gas, from which the mass has dropped out. At n = D kT the capacitance is 1 − 1/e_N = 63 % of the degenerate value, where e_N = 2.718 is the base of natural logarithms.

In engineering units D = 1.253×10¹⁴ eV⁻¹ cm⁻², and at 300 K kT = 0.02585 eV. Thus

D kT = 3.24×10¹² cm⁻²,

n/(D kT) = 20.0/3.24 = 6.17,

C_q = 20.08 × (1 − e^(−6.17)) = 20.04 µF/cm².

The thermal reduction is 0.2 % of the degenerate value, so the channel is degenerate for this purpose. The condition for reaching 99 % of the limit is exp(−n/(D kT)) = 0.01, or n = D kT ln 100 = 1.49×10¹³ cm⁻². At lower densities the room-temperature correction exceeds 1 %.

The Fermi energy is n/D = 0.160 eV, and μ at 300 K agrees with it to within about 0.1 meV.

**(c) The gate balance**

Let φ_s be the electrostatic potential at the gate-side face of the film, and E₁ the energy of the subband bottom measured from the electron's potential energy −eφ_s at that face. The electrochemical potential of the electrons is then −eφ_s + E₁ + μ. The source contact holds it fixed, and we take it as zero:

eφ_s = E₁ + μ.

The gate carries charge +en per area and the film −en. The potential therefore drops by en/C_ox from gate to film, where C_ox is the insulator permittivity divided by its thickness. With all density-independent terms, such as the work function and fixed charge, collected in V₀,

V = V₀ + en/C_ox + (E₁ + μ)/e.

The inverse capacitance is dV/d(en) = (1/e) dV/dn:

1/C = 1/C_ox + (1/e²) dE₁/dn + (1/e²) dμ/dn.

The last term is 1/C_q. If E₁ is held fixed the middle term vanishes, and the insulator and quantum capacitances act in series.

Here C_ox = 18 × 8.854×10⁻¹² / (5×10⁻⁹) = 0.03188 F/m², or 3.188 µF/cm², and

C = 1 / (1/3.188 + 1/20.04) = 2.75 µF/cm².

The reduction relative to C_ox is C_ox/(C_ox + C_q) = 13.7 %. The larger capacitance matters less in a series connection, yet C_q is far from negligible behind so thin an insulator.

**(d) Finite film thickness**

Let z run from the gate-side face into the film, and let ρ(z) be the normalized probability density of the subband state across it. The fraction of the electrons lying beyond z is

S(z) = ∫_z^L ρ(z′) dz′, with dS/dz = −ρ.

Assume that the field vanishes behind the film. Apply Gauss's law to the region beyond z, which contains charge −enS per area. The field at z points away from the gate and has magnitude enS(z)/ε, where ε is the film permittivity. An electron's potential energy therefore rises with distance from the gate. Measured from the face, it is

U(z) = (e² n/ε) ∫₀^z S(z′) dz′.

To first order in U, with the shape of the state unchanged, the subband bottom moves by the mean of U:

⟨U⟩ = ∫₀^L ρ U dz = −[S U]₀^L + ∫₀^L S (dU/dz) dz = (e² n/ε) ∫₀^L S² dz.

The boundary term vanishes because S(L) = 0 and U(0) = 0. The middle term of the gate balance is then (1/ε) ∫ S² dz.

For impenetrable faces, ρ = (2/L) sin²(πz/L) = (1/L)[1 − cos(2πz/L)]. With u = z/L,

S = 1 − u + sin(2πu)/(2π).

The square has three parts. The first is ∫₀¹(1 − u)² du = 1/3. The cross term is (1/π) ∫₀¹(1 − u) sin(2πu) du. Integration by parts gives 1/(2π) for this integral, so the cross term is 1/(2π²). The last part is (1/(4π²)) × 1/2 = 1/(8π²). Altogether

(1/e²) dE₁/dn = (L/ε) [1/3 + 5/(8π²)] = 0.397 L/ε.

This is the inverse of a capacitance C_z = ε/(0.397 L), equal to 10.0 µF/cm² for L = 2 nm. It is half of C_q, so its inverse is twice as large. In this frozen-state approximation the two terms would be equal in a film about 1 nm thick.

The first-order shift itself is en/C_z = 0.0320/0.1004 = 0.32 eV. The gap to the next level of the empty film is 3π²ħ²/(2mL²) = 0.94 eV, so the shape of the state cannot be treated as strictly fixed. Solving the Schrödinger and Poisson equations together on a grid, and taking the slope of E₁ between densities 2 % below and above n, gives

C_z = 11.2 µF/cm².

The sign of the change follows from second-order perturbation theory. Let U₀ be the potential made by the unperturbed density, and let j label the higher levels. Define

A = Σ_j |⟨1|U₀|j⟩|² / (E_j − E₁) > 0.

The response of the state lowers its energy by A in the fixed potential U₀. It also changes the density by δρ, and the first-order change of state gives ∫ δρ U₀ dz = −2A. The potential U can be written with the symmetric kernel min(z, z′), so the mean of the extra potential made by δρ is this same −2A. The total second-order term is −3A. Since U₀ is proportional to n, this term varies as −n². It lowers the slope dE₁/dn and raises C_z.

For impenetrable faces the ratio of the two inverse capacitances is C_q/C_z = 20.04/11.16 = 1.80, so the thickness term exceeds the density-of-states term. Barriers of finite height let the state spread and polarize more easily, which raises C_z and lowers this ratio, the more so the lower the barrier. It does not alter C_q, which is defined relative to the subband bottom, but it does alter what a gate measures.

**(e) Exchange**

Electrons of equal spin avoid one another, which lowers their Coulomb energy. We estimate this in the Hartree–Fock approximation for an unpolarized gas at zero temperature, with the unperturbed film state and a uniform permittivity ε.

The two-dimensional Fourier transform of e²/(4πεr) is e²/(2εq). For charges at heights z and z′ it acquires a factor exp(−q|z − z′|). Averaging over the film gives the form factor

F(q) = ∫∫ ρ(z) ρ(z′) exp(−q|z − z′|) dz dz′,

which is 1 for a sheet of zero thickness. An electron at the edge of the Fermi disc has exchange energy

Σ = −∫ d²k′/(2π)² × e² F(q)/(2εq), with q = |k − k′| and |k′| < k_F.

Use polar coordinates centred on the edge point k. The arc of radius q inside the disc subtends an angle 2 arccos(q/2k_F), and the factor q in the area element cancels the 1/q of the interaction:

Σ = −(e²/(4π²ε)) ∫₀^{2k_F} F(q) arccos(q/2k_F) dq.

This is the exchange contribution to the chemical potential. For its slope, differentiate with respect to k_F. The moving upper limit contributes nothing, since arccos 1 = 0, and

∂ arccos(q/2k_F)/∂k_F = (q/2k_F²) / √(1 − q²/4k_F²).

With q = 2k_F sin θ and dq = 2k_F cos θ dθ, the integral becomes 2 ∫ F sin θ dθ. From k_F² = 2πn we have dk_F/dn = π/k_F, so

(1/e²) dΣ/dn = −(1/(2πεk_F)) ∫₀^{π/2} F(2k_F sin θ) sin θ dθ.

The negative sign means that exchange makes the gas easier to fill. Here k_F = √(2πn) = 1.121 nm⁻¹. For a sheet of zero thickness the integral is 1, and the term equals −0.357 of 1/C_q. For the 2 nm film, numerical integration gives 0.556, which reduces the term to −0.199 of 1/C_q.

Adding this estimate to the other two terms gives the response of the channel as seen from its gate-side face:

1/C_ch = (1 + 1.795 − 0.199)/C_q,

C_ch = 20.04/2.596 = 7.7 µF/cm².

In series with the insulator this gives a total gate capacitance of 2.26 µF/cm², against 2.75 µF/cm² in part (c). Correlation beyond exchange and the image charges at the film faces are left out. So is the penetration of the state through the faces, which for barriers of finite height can raise C_z, and with it C_ch, noticeably. C_ch is therefore an estimate for impenetrable faces.

**(f) Other corrections to C_q**

*Second subband.* Impenetrable faces exaggerate the level spacing. Suppose instead that both faces have a barrier of 2 eV, with a parabolic band, the same mass inside and outside and no field in the film (nonparabolicity would narrow the gap found below). With wavenumber k_z inside and decay constant κ outside, matching the state and its slope gives k_z tan(k_z L/2) = κ for the lowest level and k_z cot(k_z L/2) = −κ for the next. Solved numerically, these put the second level Δ = 0.576 eV above the first. By the formula of part (b), the second subband adds

e² D / [1 + exp((Δ − μ)/kT)],

which is 10⁻⁷ of e²D, since (0.576 − 0.160)/0.02585 = 16.1. At low temperature, with this gap held fixed, the second subband starts to fill at n = DΔ = 7.2×10¹³ cm⁻². Above that density two subbands contribute, and C_q doubles if their masses are equal. In this stack such a density needs an insulator field en/ε_ox of 7.2 MV/cm, at or above the rough breakdown field of hafnium oxide, so it may not be reachable by the gate.

*Nonparabolicity.* Let the energy above the subband bottom obey E(1 + αE) = ħ²k²/(2m), with m the mass at the subband bottom and a rough α = 0.3 eV⁻¹. At the Fermi level the right side is n/D, so n = D E(1 + αE) and dn/dE = D(1 + 2αE). Completing the square gives (1 + 2αE)² = 1 + 4αn/D, hence

C_q = e² D √(1 + 4αn/D) = 20.08 × √(1 + 4 × 0.3 × 0.1596) = 21.9 µF/cm².

This is 9 % above the parabolic value, much more than the thermal correction.

*Disorder.* Let the local subband bottom vary by v, with a Gaussian distribution of rms width 50 meV (a rough value), slowly enough for the local density of states to apply. The mean density is the average of D kT ln(1 + exp((μ − v)/kT)) over v. Choosing μ numerically to keep this mean at 2.0×10¹³ cm⁻² and then differentiating gives C_q = 19.9 µF/cm² at 300 K, about 1 % below the degenerate value. The Fermi level lies about three rms widths above the mean subband bottom, so few regions are depleted.

**The result beside a real device**

The chosen thickness, mass and density lie in the regime of strongly turned-on indium-oxide-type transistors. The insulator field is en/ε_ox = 2.0 MV/cm, below a rough breakdown field of a few MV/cm for hafnium oxide, although gate leakage has not been calculated. Of the assumptions examined here, the fixed subband bottom fails most seriously: releasing it and adding exchange takes the channel response from 20 to about 7.7 µF/cm² in the estimate with impenetrable faces. If that response were read as pure quantum capacitance, the inferred mass would be 7.7/66.9 = 0.12 m0 instead of 0.3 m0.

Extraction from a gate measurement is also sensitive to the insulator. With the total capacitance and the other series terms held fixed, a 1 % error in 1/C_ox shifts the inferred 1/C_q by 1 % × C_q/C_ox = 6.3 %. Traps that follow the measuring signal add to the charge response and so raise the inferred mass. If their levels move with the subband bottom and their density at the Fermi level is 10¹³ eV⁻¹ cm⁻², they add 1.6 µF/cm² in parallel with C_q. The value of 20 µF/cm² is therefore the density-of-states part of the response, for one parabolic subband with n well above D kT.
